Survival threshold of reactive sites in branching molecular-layer growth

In molecular-layer deposition a reactive site is used up when a molecule binds to it, and, if sites have no other source, growth goes on only if that molecule brings new ones. Let μ be the mean number of new live sites per occupied site. If sites act independently and have unlimited room, the sites descended from one seed survive forever with positive probability if and only if

μ > 1. (1)

There is one exception. If every occupied site leaves exactly one new site, then μ = 1 and survival is certain. In every other case with μ = 1, extinction is certain, although the mean number of live sites stays constant.

**The model**

Time is counted in complete deposition cycles. In each cycle a live site is occupied with probability s, where 0 < s ≤ 1. An occupied site disappears and leaves K new live sites, with probabilities q_k = P(K = k). An unoccupied site stays live and tries again in the next cycle. K is bounded, because a molecule has finitely many functional groups. The same probabilities hold in every cycle, and each site acts independently of all others. This last assumption is the meaning of "unrestricted": no site is blocked by a neighbour.

Define the generating function of K and its mean,

g(x) = Σ_k q_k x^k,  μ = g′(1) = Σ_k k q_k. (2)

One live site is followed, one cycle later, by itself with probability 1 − s or by K new sites with probability s. The generating function of that number is therefore

f(x) = (1 − s)x + s g(x), (3)

and its mean is

m = f′(1) = 1 − s + sμ = 1 + s(μ − 1). (4)

The two means differ: μ counts per occupied site, m per live site, occupied or not. Since s > 0, they lie on the same side of one.

**Extinction as a fixed point**

Let Z_n be the number of live sites after n cycles, starting from Z_0 = 1, and let u_n = P(Z_n = 0). Suppose the first cycle leaves j sites. Each starts an independent tree of the same kind, and all j trees must be dead n cycles later, which has probability u_n^j. Averaging over j gives

u_{n+1} = f(u_n),  u_0 = 0. (5)

The function f has non-negative coefficients, so it does not decrease on [0, 1]. Since u_1 = f(0) ≥ u_0, induction gives u_{n+1} ≥ u_n. The sequence is bounded by 1, hence it has a limit u, and continuity gives u = f(u).

This limit is the smallest root in [0, 1]. If y is any root there, then u_0 = 0 ≤ y, and u_n ≤ y implies u_{n+1} = f(u_n) ≤ f(y) = y. Hence u ≤ y. The survival probability is S = 1 − u.

From (3),

f(x) − x = s[g(x) − x]. (6)

The roots of f(x) = x are those of g(x) = x. Incomplete occupation thus changes the pace of growth but not the final survival probability, provided that unoccupied sites stay live.

**Why the threshold is one**

The point x = 1 is always a root, since g(1) = 1. To find any other, use 1 − x^k = (1 − x)(1 + x + … + x^{k−1}). Then

1 − g(x) = Σ_k q_k(1 − x^k) = (1 − x)h(x),

h(x) = Σ_{j≥0} P(K > j) x^j. (7)

The second line holds because x^j occurs once for every k > j. At the ends of the interval, h(0) = P(K > 0) = 1 − q_0 and h(1) = Σ_j P(K > j) = μ. Substituting g = 1 − (1 − x)h gives

g(x) − x = (1 − x)[1 − h(x)]. (8)

A root below 1 therefore requires h(x) = 1. There are three cases.

First, let μ ≤ 1 with some branching, P(K ≥ 2) > 0. Then h has a term that increases with x, so h(x) < h(1) = μ ≤ 1 for x < 1. No root lies below 1, and S = 0.

Second, let there be no branching, so that K is 0 or 1. Then h(x) = q_1 = μ is constant. If q_1 < 1 there is again no root below 1, and S = 0. If q_1 = 1, then g(x) = x for every x; the smallest root is 0, and S = 1. This is the exception stated above.

Third, let μ > 1. Branching must then be possible, and h increases strictly from 1 − q_0 to μ. If q_0 > 0, h passes through 1 once inside (0, 1), so 0 < S < 1. If q_0 = 0, the root is x = 0 and S = 1. This proves (1).

When q_0 > 0, a surviving tree cannot linger at a small size. With at most N live sites, the chance that all vanish in the next cycle is at least (s q_0)^N. A tree that returned again and again to such sizes would meet this fixed risk infinitely often and would die with probability one. Survival therefore means growth beyond every bound.

**How large is S just above threshold?**

Put x = 1 − y. For 0 ≤ y ≤ 1,

1 − (1 − y)^k ≥ ky − k(k − 1)y²/2. (9)

The left side is the probability that at least one of k independent events of probability y occurs. The right side is the sum of the single probabilities minus that of all pairs. If i events occur, it counts i − i(i − 1)/2, which never exceeds 1 for i ≥ 1 and is 0 for i = 0. Averaging (9) over K gives 1 − g(1 − y) ≥ μy − g″(1)y²/2. At the fixed point y = S the left side equals S. For μ > 1, where S > 0, division by S gives

S ≥ 2(μ − 1)/g″(1). (10)

For K ≤ 2, (9) is an equality, and so is (10).

**Time to extinction**

Each live site has on average m successors, so the mean obeys E[Z_{n+1}] = m E[Z_n] and E[Z_n] = m^n. Since Z_n is a non-negative integer,

P(Z_n > 0) ≤ E[Z_n] = m^n. (11)

Below threshold, survival thus falls at least exponentially. The bound needs only the mean per site, so it also holds when the fates of neighbouring sites are correlated within a cycle, provided the mean per live site is m in every cycle whatever happened before. It can fail for a lasting correlation, such as regions of the surface with different fixed probabilities: the better regions come to hold most live sites, and the mean per live site rises.

At μ = 1 with branching, m = 1 and (11) says nothing. Let y_n = 1 − u_n. Expanding (5) about x = 1 gives

y_{n+1} = y_n − b y_n² + O(y_n³),  b = f″(1)/2 = s g″(1)/2. (12)

Therefore

1/y_{n+1} − 1/y_n = (y_n − y_{n+1})/(y_n y_{n+1}) → b, (13)

because y_n → 0. Summing n such increments and dividing by n gives 1/(n y_n) → b, or

P(Z_n > 0) ≈ 2/[n s g″(1)] for large n. (14)

The mean over all trees remains 1, so the mean over trees still alive is 1/P(Z_n > 0), which grows in proportion to n. A few large trees balance the many dead ones.

**A brancher with two free arms**

Consider polyurea growth on surface amines. A diisocyanate linker occupies an amine; its outer end then takes a triamine with probability ℓ. One amine of the triamine is used in that bond, and each of the other two stays live with probability r, independently. A linker end that takes no triamine is counted as dead; if it stayed reactive, a second type of site would be needed. The law is

g(x) = 1 − ℓ + ℓ(1 − r + rx)². (15)

With x = 1 − y, the bracket is 1 − ry, and

g(1 − y) = 1 − 2ℓr y + ℓr² y². (16)

Hence μ = 2ℓr and g″(1) = 2ℓr². Setting (16) equal to 1 − y gives (2ℓr − 1)y = ℓr²y². Besides y = 0, the root is

S = (2ℓr − 1)/(ℓr²),  valid for r > r_c = 1/(2ℓ). (17)

For r ≤ r_c, S = 0. A diamine has one free arm instead of two, so μ = ℓr ≤ 1. By the second case above, its chains survive only if ℓ = r = 1.

Take the round model values s = 0.9, ℓ = 0.9 and r = 0.7. Then

μ = 2 × 0.9 × 0.7 = 1.26,

m = 1 + 0.9 × 0.26 = 1.234,

S = 0.26/(0.9 × 0.49) = 0.590.

About 41% of the seeds die out even though the mean grows by 23% per cycle. Three independent seeds leave at least one surviving tree with probability 1 − (1 − S)³ = 0.93.

A direct simulation of the random events with 21,000 trees gave S = 0.581 for s = 0.9 after 60 cycles, and 0.592 for s = 0.45 after 90 cycles. The standard error is 0.0034. The first value lies 2.5 standard errors below (17), the second less than one above it. The two values differ by 2.3 standard errors of their difference, so these runs alone are only a weak test of whether S depends on s. That it does not follows from (6).

Iterating (5) shows when the losses occur:

After 1 cycle: 0.837 alive, mean 1.23 sites
After 2 cycles: 0.755 alive, mean 1.52 sites
After 5 cycles: 0.651 alive, mean 2.86 sites
After 10 cycles: 0.604 alive, mean 8.19 sites
After 20 cycles: 0.591 alive, mean 67.0 sites

The means include dead trees. By cycle 5, 0.349 of all trees have died, out of 0.410 that ever will. The fate of a seed is mostly settled while its tree is small.

With ℓ = 0.9 held fixed, the threshold is r_c = 0.556. Equation (17) gives S = 0 at r = 0.5, 0.25 at 0.6, 0.59 at 0.7, 0.76 at 0.8 and 0.85 at 0.9. Near threshold a small change in arm loss matters most.

Replacing the triamine by a diamine at the same s, ℓ and r gives μ = 0.63 and m = 0.667. After 10 cycles the mean number of live sites is 1.7% of its initial value. For 10¹² seeds, the mean number still live falls to one after ln(10¹²)/(−ln 0.667) = 68 cycles. That number describes the last surviving chains, not appreciable growth: the mean total deposit is sℓ/(1 − m) = 2.43 diamine units per seed, and 98% of it is in place after 10 cycles.

At the critical value r = r_c, g″(1) = 1/(2ℓ) = 0.556. Equation (14) then predicts a survival probability of 0.040 after 100 cycles; iteration of (5) gives 0.037. After 20,000 cycles the iterated value differs from (14) by less than 0.1%.

**When waiting sites can die**

Suppose an unoccupied site is deactivated with probability d per cycle, for example by a side reaction. Then

f(x) = (1 − s)[d + (1 − d)x] + s g(x), (18)

m = sμ + (1 − s)(1 − d). (19)

The argument from (7) to (8) applies to any offspring law, so it can be used with f in place of g. Apart from the case f(x) = x, survival requires m > 1. Since 1 − (1 − s)(1 − d) = s + (1 − s)d, this condition is

μ > μ_c = 1 + (1 − s)d/s. (20)

The condition μ > 1 is still necessary, but it is no longer sufficient. For the triamine, (16) gives 1 − f(1 − y) = my − sℓr²y². Equating this to y yields, for m > 1,

S = (m − 1)/(sℓr²). (21)

With d = 0.5 and s = 0.9, μ_c = 1.056 and S falls from 0.59 to 0.46. With the same d but s = 0.6, μ_c = 1.333. The unchanged μ = 1.26 is now too small, and every tree dies. Incomplete dosing is harmless to final survival only when waiting sites keep their reactivity.

**Correlated arms and limited room**

Let the two arms of a triamine now live or die together, with the same mean. Then g(x) = 1 − ℓr + ℓr x². The fixed-point equation is ℓr(2y − y²) = y, so S = 2 − 1/(ℓr) = 0.41 instead of 0.59. The threshold 2ℓr = 1 is unchanged. Correlation within one molecule therefore alters S by about 30% here, but not the criterion.

A limit on the number of live sites has a stronger effect. If at most C sites can be live, the chance of total loss in the next cycle is never below (s q_0)^C. For q_0 > 0, extinction is then certain for every μ. Let P_ij be the probability of passing from i to j live sites, with any excess over C removed. The mean lifetime t_i from i sites obeys

t_i = 1 + Σ_{j=1}^{C} P_ij t_j. (22)

Solving these linear equations for the example, with one initial site, gives 61 cycles for C = 4, about 1,300 for C = 8 and about 37,000 for C = 12. These are means; many seeds die early, and the medians are 26, about 380 and about 10,000 cycles. A fixed cap thus rules out permanent survival when q_0 > 0, but even a modest one allows very long lifetimes.

Geometry also limits the number of live sites, but this limit grows with the tree, so the proof of certain extinction for a fixed cap does not carry over. If a tree reaches outward by a length a per cycle, its outer hemisphere can hold at most 2π(na)²ρ live sites, where ρ is the greatest areal density. The mean size of a surviving tree, m^n/P(Z_n > 0), grows exponentially and must overtake this quadratic capacity. For ρ = 4 nm⁻², it does so at cycle 39 if a = 0.4 nm and at cycle 51 if a = 1.0 nm. These are estimates for an isolated tree with all its live sites on a smooth outer surface; crowding inside the tree can begin earlier.

Neighbouring trees can meet sooner. On a square grid, seeds at a density of 0.01 nm⁻² are 10 nm apart, so trees extending by 1.0 nm per cycle could touch after 5 cycles. Randomly placed seeds of the same density have a mean nearest-neighbour distance of 5 nm; trees that far apart could touch after 2.5 cycles. By cycle 5, 96% of such seeds have a neighbour within reach if a = 1.0 nm, and 40% if a = 0.4 nm. The mean areal density would reach 4 nm⁻² after ln(4/0.01)/ln(1.234) = 28.5 cycles. Starting from 3 nm⁻², it would do so after 1.4 cycles.

**Relation to real films**

Polyurea can be grown from diisocyanates and multifunctional amines, typically between room temperature and roughly 100 °C, with a rough growth of a few tenths of a nanometre per cycle. The temperature of 340 K used below lies in that range; the cycle time of 60 s is a chosen value. The values of s, ℓ and r are chosen, not measured. The seed density of 0.01 nm⁻² is far below that of a dense amine surface, which has roughly a few sites per nm². The assumption that fails first in a dense film is independence: molecules block one another, and one linker can join two neighbouring amines. At 3 nm⁻² the sites are only about 0.6 nm apart, so both can happen in the first cycle. The model is therefore meant for early growth from sparse seeds, through the finite-cycle probabilities given by (5); at 0.01 nm⁻² trees are sure to be out of each other's reach only in the first few cycles. Even there it assumes that a linker rarely joins the two arms of one triamine. In the example, μ would fall to one if about 30% of the pairs of live arms were lost in this way. The final survival probability S is the limit that these finite-cycle probabilities would approach if room never ran out.

A closed film growing steadily is a different state. Let μ_n be the mean number of new sites per occupied site in cycle n, now dependent on crowding. With no deactivation, (4) gives N_{n+1} = N_n[1 + s(μ_n − 1)] for the mean site density N_n. A constant density requires μ_n = 1, if bound molecules are the only source of sites. The model omits other sources, such as precursor absorbed in the film. A supply of j new sites per unit area and cycle gives N_{n+1} = mN_n + j, which settles at j/(1 − m) even for μ < 1. This matters most for a diamine, where μ_n cannot exceed one, so the extinction of diamine chains found above is not a prediction that real diamine films stop growing. The result for a fixed μ = 1 does not apply here, because μ_n can rise when sites become scarce and fall when they crowd. On a finite area with a fixed cap, extinction is still certain in the end if q_0 stays above zero, but it can take very long, as the capped example shows.

With the barrier and attempt rate assumed here, thermal bond cutting is much weaker than crowding at the chosen temperature. Assume an attempt rate of 10¹³ s⁻¹ and a barrier of 1.4 eV. The expected number of cuts per bond in a 60 s cycle is

λ = 10¹³ s⁻¹ × 60 s × exp[−1.4 eV/(k_B T)] = 1.1 × 10⁻⁶ (23)

at 340 K, where k_B is Boltzmann's constant. Only the urea links formed during growth are counted, each as one bond that can be cut. A path from the seed to a live site has at most 2n such links after n cycles, since each cycle adds at most two. If any cut removes everything beyond it, the mean is multiplied in cycle n by at least m exp(−2nλ). This lower bound falls to one at n = ln m/(2λ) ≈ 10⁵, long after room has run out. With the same barrier and growth probabilities, it would already be one in the first cycle at about 448 K. Both results depend strongly on the assumed barrier: 1.2 eV gives n ≈ 110 and 384 K, and 1.1 eV gives n ≈ 3.5 and 352 K, where cutting is no longer negligible. In a real process s, ℓ and r would also change with temperature.
